# Cutoff of the second Love mode of a porous dielectric film: verification in Python

```python
# Result under test: Love mode n (n = 0, 1, 2, ...) of a film on a half-space
# exists only above  f_n = n c_f / (2 h sqrt(1 - c_f^2/c_s^2)).
# h: film thickness, c_f and c_s: shear speeds of film and substrate,
# rho: density, mu = rho c^2: shear modulus, k: horizontal wavenumber.
# Working units: um, km/s, GHz, g/cm^3, GPa (a consistent set).
# Independent road: finite elements for the shear-horizontal wave equation;
# bound modes are those with frequency below (substrate speed) * k.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq

h, c_f, c_s = 0.5, 1.8, 5.84
rho_f, rho_s = 1.2, 2.33           # rough typical densities
mu_f, mu_s = rho_f * c_f**2, rho_s * c_s**2
FILM = [(h, rho_f, mu_f)]
SUBSTRATE = (rho_s, mu_s, mu_s)    # density, horizontal and vertical modulus
DEEP = 5.0e4                       # substrate depth in um, near a half-space


def cutoff_formula(n, thickness=h, film_speed=c_f, sub_speed=c_s):
    return n * film_speed / (2 * thickness
                             * np.sqrt(1 - (film_speed / sub_speed)**2))


def mesh(film, substrate, depth):
    """Element sizes and properties from the free surface downward."""
    rows = []
    for thick, rho, mu in film:
        n = max(20, round(800 * thick))
        rows += [(thick / n, rho, mu, mu)] * n
    edges = np.r_[0.0, np.geomspace(0.01, depth, 300)]
    rows += [(d, *substrate) for d in np.diff(edges)]
    return np.array(rows).T


def bands(dz, vertical_modulus, weight):
    """Tridiagonal matrix of  int (mu_v U'^2 + weight U^2) dz."""
    s, m = vertical_modulus / dz, weight * dz
    diag = np.zeros(len(dz) + 1)
    diag[:-1] += s + m / 3
    diag[1:] += s + m / 3
    return diag, -s + m / 6


def bound_modes(f, film=FILM, substrate=SUBSTRATE, depth=DEEP, clamped=True):
    """Number of modes slower than the substrate wave, at k = omega/speed."""
    dz, rho, mu_h, mu_v = mesh(film, substrate, depth)
    omega2 = (2 * np.pi * f)**2
    k2 = omega2 * substrate[0] / substrate[1]
    diag, off = bands(dz, mu_v, mu_h * k2 - rho * omega2)
    if clamped:
        diag, off = diag[:-1], off[:-1]
    # negative pivots count negative eigenvalues (Sylvester's law of inertia)
    pivot = diag[0]
    negative = int(pivot < 0)
    for a, b in zip(diag[1:].tolist(), off.tolist()):
        pivot = a - b * b / pivot
        negative += int(pivot < 0)
    return negative


def cutoff_fem(n, lo=0.5, hi=7.0, **options):
    """Lowest frequency at which more than n bound modes exist."""
    assert bound_modes(lo, **options) <= n < bound_modes(hi, **options)
    for _ in range(40):
        mid = 0.5 * (lo + hi)
        if bound_modes(mid, **options) > n:
            hi = mid
        else:
            lo = mid
    return 0.5 * (lo + hi)


# --- cutoffs, with both kinds of substrate bottom
fc = cutoff_formula(1)
fem_free = cutoff_fem(1, clamped=False)
fem_clamped = cutoff_fem(1)
assert abs(fem_free / fc - 1) < 1e-5
assert abs(fem_clamped / fc - 1) < 1e-4      # finite depth of the substrate
assert abs(fc - 1.89) < 0.005
fem_third = cutoff_fem(2)
assert abs(fem_third / cutoff_formula(2) - 1) < 1e-4

# --- mode count, fundamental without cutoff, need for a slower film
V_per_f = 2 * np.pi * h * np.sqrt(1 / c_f**2 - 1 / c_s**2)
for f in (0.02, 0.5, 1.85, 1.95, 3.7, 3.9, 5.6, 5.8):
    assert bound_modes(f) == int(V_per_f * f / np.pi) + 1
assert bound_modes(3.0, film=[(h, rho_f, rho_f * 6.5**2)]) == 0

# --- densities do not matter at fixed speeds
for rho in (0.8, 2.5):
    other = cutoff_fem(1, film=[(h, rho, rho * c_f**2)])
    assert abs(other / fc - 1) < 1e-4

# --- sensitivities, from the finite elements
speed_up = cutoff_fem(1, film=[(h, rho_f, rho_f * (1.01 * c_f)**2)],
                      clamped=False) / fem_free - 1
thick_up = cutoff_fem(1, film=[(1.01 * h, rho_f, mu_f)],
                      clamped=False) / fem_free - 1
speed_exponent = 1 / (1 - (c_f / c_s)**2)
assert abs(np.log1p(speed_up) / np.log(1.01) - speed_exponent) < 0.005
assert abs(np.log1p(thick_up) / np.log(1.01) + 1) < 0.005


# --- dispersion of the second mode above cutoff
def second_mode(f):
    """Wavenumber k, film phase x = q h, decay constant kappa (1/um)."""
    V = V_per_f * f

    def mismatch(x):
        return (mu_f * x * np.sin(x)
                - mu_s * np.sqrt(max(V * V - x * x, 0.0)) * np.cos(x))
    x = brentq(mismatch, np.pi, min(V, 1.5 * np.pi), xtol=1e-14)
    kappa = np.sqrt(V * V - x * x) / h
    return np.sqrt(kappa**2 + (2 * np.pi * f / c_s)**2), x, kappa


f_test = 1.5 * fc
k_test = second_mode(f_test)[0]
dz, rho_e, mu_h, mu_v = mesh(FILM, SUBSTRATE, 20.0)


def dense(diag, off):
    return np.diag(diag) + np.diag(off, 1) + np.diag(off, -1)


stiff = dense(*bands(dz, mu_v, mu_h * k_test**2))
mass = dense(*bands(dz, 0 * mu_v, rho_e))
w2 = eigh(stiff[:-1, :-1], mass[:-1, :-1], eigvals_only=True,
          subset_by_index=[0, 1])
f_fem = np.sqrt(w2[1]) / (2 * np.pi)
assert abs(f_fem / f_test - 1) < 3e-4        # mesh error in the substrate

# --- neglected: cubic anisotropy of silicon (rough typical constants)
C11, C12, C44 = 166.0, 64.0, mu_s
I3 = np.eye(3)
C = (C12 * np.einsum('ij,kl->ijkl', I3, I3)
     + C44 * (np.einsum('ik,jl->ijkl', I3, I3)
              + np.einsum('il,jk->ijkl', I3, I3)))
for i in range(3):
    C[i, i, i, i] += C11 - C12 - 2 * C44
C_prime = (C11 - C12) / 2
for along, across, mod_h in (((1, 0, 0), (0, 1, 0), C44),
                             ((1, 1, 0), (1, -1, 0), C_prime)):
    e_x = np.array(along) / np.linalg.norm(along)
    e_y = np.array(across) / np.linalg.norm(across)
    wave = 0.8 * e_x + 0.5 * np.array([0, 0, 1.0])
    force = np.einsum('ijkl,j,l,k->i', C, wave, wave, e_y)
    assert np.allclose(force, (mod_h * 0.8**2 + C44 * 0.5**2) * e_y)
c_110 = np.sqrt(C_prime / rho_s)
f_110 = cutoff_formula(1, sub_speed=c_110)
fem_110 = cutoff_fem(1, substrate=(rho_s, C_prime, C44))
assert abs(fem_110 / f_110 - 1) < 1e-4

# --- neglected: densified skin at the top, total thickness unchanged
d_skin, rho_skin, c_skin = 0.02, 1.6, 2.8    # rough values
mu_skin = rho_skin * c_skin**2
f_skin = cutoff_fem(1, film=[(d_skin, rho_skin, mu_skin),
                             (h - d_skin, rho_f, mu_f)], clamped=False)
skin_shift = f_skin / fem_free - 1
m_film = rho_f - mu_f / c_s**2
m_skin = rho_skin - mu_skin / c_s**2
skin_first_order = -(m_skin - m_film) / m_film * d_skin / h
assert abs(skin_shift - skin_first_order) < 5e-4   # higher orders in d/h


# --- neglected: film damping, mu -> mu (1 - i/Q); onset where Re kappa = 0
def complex_decay(f, Q):
    mu = mu_f * (1 - 1j / Q)
    V2 = (2 * np.pi * f * h)**2 * (rho_f / mu - 1 / c_s**2)
    y = 0j
    for _ in range(60):
        x = np.sqrt(V2 - y * y)
        y = mu / mu_s * x * np.tan(x)
    return y


def damping_shift(Q):
    onset = brentq(lambda f: complex_decay(f, Q).real,
                   0.99 * fc, 1.01 * fc, xtol=1e-14)
    return onset / fc - 1


Q_film = 50.0                                # rough value
loss_shift = damping_shift(Q_film)
assert 3.6 < loss_shift / damping_shift(2 * Q_film) < 4.4   # second order

# --- neglected: finite wafer
wafer = 775.0
wafer_clamped = cutoff_fem(1, depth=wafer) / fc - 1
wafer_free = cutoff_fem(1, depth=wafer, clamped=False) / fc - 1
assert abs(wafer_free) < 1e-5 < wafer_clamped

pore = 2.0                                   # nm, rough value
print(f"film thickness: {1e3*h:.0f} nm")
print(f"film shear speed: {1e3*c_f:.0f} m/s")
print(f"substrate shear speed: {1e3*c_s:.0f} m/s")
print(f"film density (rough): {rho_f:.2f} g/cm3")
print(f"substrate density (rough): {rho_s:.2f} g/cm3")
print(f"film shear modulus: {mu_f:.2f} GPa")
print(f"substrate shear modulus: {mu_s:.2f} GPa")
print(f"speed ratio c_f/c_s: {c_f/c_s:.5f}")
print(f"root factor sqrt(1-(c_f/c_s)^2): {np.sqrt(1-(c_f/c_s)**2):.5f}")
print(f"quarter-wave estimate c_f/4h: {c_f/(4*h):.3f} GHz")
print(f"half-wave estimate c_f/2h: {c_f/(2*h):.3f} GHz")
print(f"second-mode cutoff, formula: {fc:.4f} GHz")
print(f"second-mode cutoff, elements, free bottom: {fem_free:.4f} GHz")
print(f"second-mode cutoff, elements, clamped: {fem_clamped:.4f} GHz")
print(f"third-mode cutoff, formula: {cutoff_formula(2):.4f} GHz")
print(f"third-mode cutoff, elements: {fem_third:.4f} GHz")
print(f"horizontal wavelength at cutoff: {1e3*c_s/fc:.0f} nm")
print(f"vertical wavelength in film at cutoff: {2e3*h:.0f} nm")
print(f"bound modes counted at 0.02 GHz: {bound_modes(0.02)}")
print(f"bound modes counted at 1.85 GHz: {bound_modes(1.85)}")
print(f"bound modes counted at 1.95 GHz: {bound_modes(1.95)}")
for ratio in (1.01, 1.10, 1.50):
    k, x, kappa = second_mode(ratio * fc)
    speed = 2e3 * np.pi * ratio * fc / k
    print(f"at {ratio:.2f} f_1 = {ratio*fc:.4f} GHz: qh = {x:.4f} rad")
    print(f"  phase speed {speed:.1f} m/s, decay length {1/kappa:.3g} um")
print(f"elements at the k of the 1.50 f_1 case: {f_fem:.4f} GHz")
print(f"exponent of film speed in cutoff: {speed_exponent:.4f}")
print(f"shift for +1% film speed: {100*speed_up:+.2f} %")
print(f"shift for +1% thickness: {100*thick_up:+.2f} %")
print(f"silicon C11, C12 (rough): {C11:.0f}, {C12:.0f} GPa")
print(f"in-plane shear speed along [110]: {1e3*c_110:.0f} m/s")
print(f"cutoff along [110]: {f_110:.4f} GHz")
print(f"shift along [110]: {100*(f_110/fc-1):+.2f} %")
print(f"skin (rough): {1e3*d_skin:.0f} nm, {rho_skin:.1f} g/cm3, "
      f"{1e3*c_skin:.0f} m/s")
print(f"shift by skin, elements: {100*skin_shift:+.2f} %")
print(f"shift by skin, first order: {100*skin_first_order:+.2f} %")
print(f"film quality factor (rough): {Q_film:.0f}")
print(f"shift of onset by damping: {100*loss_shift:+.4f} %")
print(f"wafer thickness: {wafer:.0f} um")
print(f"shift by wafer with clamped back: {100*wafer_clamped:+.3f} %")
print(f"shift by wafer with free back, size: {100*abs(wafer_free):.4f} %")
print(f"pore size (rough): {pore:.0f} nm")
print(f"vertical wavelength / pore size: {2e3*h/pore:.0f}")
print("done: every assertion held")
```

Printed output:

```
film thickness: 500 nm
film shear speed: 1800 m/s
substrate shear speed: 5840 m/s
film density (rough): 1.20 g/cm3
substrate density (rough): 2.33 g/cm3
film shear modulus: 3.89 GPa
substrate shear modulus: 79.47 GPa
speed ratio c_f/c_s: 0.30822
root factor sqrt(1-(c_f/c_s)^2): 0.95132
quarter-wave estimate c_f/4h: 0.900 GHz
half-wave estimate c_f/2h: 1.800 GHz
second-mode cutoff, formula: 1.8921 GHz
second-mode cutoff, elements, free bottom: 1.8921 GHz
second-mode cutoff, elements, clamped: 1.8922 GHz
third-mode cutoff, formula: 3.7842 GHz
third-mode cutoff, elements: 3.7843 GHz
horizontal wavelength at cutoff: 3086 nm
vertical wavelength in film at cutoff: 1000 nm
bound modes counted at 0.02 GHz: 1
bound modes counted at 1.85 GHz: 1
bound modes counted at 1.95 GHz: 2
at 1.01 f_1 = 1.9110 GHz: qh = 3.1730 rad
  phase speed 5839.9 m/s, decay length 102 um
at 1.10 f_1 = 2.0813 GHz: qh = 3.4553 rad
  phase speed 5833.0 m/s, decay length 9.12 um
at 1.50 f_1 = 2.8382 GHz: qh = 4.5389 rad
  phase speed 4494.1 m/s, decay length 0.395 um
elements at the k of the 1.50 f_1 case: 2.8382 GHz
exponent of film speed in cutoff: 1.1050
shift for +1% film speed: +1.11 %
shift for +1% thickness: -0.99 %
silicon C11, C12 (rough): 166, 64 GPa
in-plane shear speed along [110]: 4679 m/s
cutoff along [110]: 1.9501 GHz
shift along [110]: +3.06 %
skin (rough): 20 nm, 1.6 g/cm3, 2800 m/s
shift by skin, elements: -0.51 %
shift by skin, first order: -0.54 %
film quality factor (rough): 50
shift of onset by damping: +0.0060 %
wafer thickness: 775 um
shift by wafer with clamped back: +0.134 %
shift by wafer with free back, size: 0.0003 %
pore size (rough): 2 nm
vertical wavelength / pore size: 500
done: every assertion held
```
